# Odd-order inverse overlaps and upper bounds in orbital minimization

## What symmetry allows

An energy built from occupied orbitals should not change when those orbitals are rotated among themselves. This invariance lets us split the error made by replacing the inverse overlap with a polynomial into one term per orbital.

Let $H$ be a fixed, real symmetric one-electron Hamiltonian in an orthonormal basis, with eigenvalues $\varepsilon_1\le\varepsilon_2\le\dots\le\varepsilon_{\max}$. The $N$ columns of $C$ are doubly occupied orbitals, neither orthogonal nor normalized. With an energy shift $\eta$, define

$$S=C^TC,\qquad B=C^T(H-\eta)C,\qquad Q_n=\sum_{k=0}^{n}(I-S)^k,$$

$$E_n[C]=2\,\mathrm{Tr}(Q_nB)+2\eta N .$$

$Q_n$ is the Neumann series for $S^{-1}$ stopped at order $n$. For an orthogonal matrix $U$, the change $C\to CU$ turns $S$, $B$ and $Q_n$ into $U^TSU$, $U^TBU$ and $U^TQ_nU$, so the trace is unchanged. We may therefore choose $U$ to diagonalize $S$. The new columns $c_i$ are mutually orthogonal, with squared norms $s_i\ge 0$, the eigenvalues of $S$. For $s_i>0$ let $e_i=c_i^THc_i/s_i$ be the mean energy of column $i$, so that $B_{ii}=s_i(e_i-\eta)$.

Moving the energy origin shifts $H$ and $\eta$ together, so an error in the energy can contain only differences such as $e_i-\eta$. In the rotated basis $Q_n$ is diagonal, so $\mathrm{Tr}(Q_nB)=\sum_i (Q_n)_{ii}\,s_i(e_i-\eta)$, and each difference is multiplied by a dimensionless function of $s_i$ alone. To find it, write $q_n(s)=\sum_{k=0}^n(1-s)^k$ and use $s=1-(1-s)$:

$$s\,q_n(s)=\sum_{k=0}^{n}(1-s)^k-\sum_{k=1}^{n+1}(1-s)^k=1-(1-s)^{n+1}.$$

All intermediate terms cancel. This is finite algebra and does not require the series to converge. Hence

$$E_n=2\sum_i\left[1-(1-s_i)^{n+1}\right](e_i-\eta)+2\eta N. \tag{1}$$

If $S$ is invertible, the exact inverse gives $E_{\rm inv}=2\,\mathrm{Tr}(S^{-1}C^THC)=2\sum_i e_i$, from which $\eta$ has dropped out. Subtracting,

$$E_n-E_{\rm inv}=2\sum_i(1-s_i)^{n+1}(\eta-e_i). \tag{2}$$

The error is a product of two factors, one from the overlap and one from the shift. Whether it is positive depends on the signs of both.

## The overlap factor

Dividing the geometric sum by $s$ gives $1/s-q_n(s)=(1-s)^{n+1}/s$, or in matrix form

$$S^{-1}-Q_n=S^{-1}(I-S)^{n+1}.$$

The remainder thus carries a factor $S^{-1}$ besides $(I-S)^{n+1}$. The two commute, and for $s>0$ the extra factor does not alter the sign.

For odd $n$ the power $n+1$ is even, and the remainder is positive semidefinite for every positive definite $S$. For even $n$ it is positive for $s<1$ and negative for $s>1$. If all $s_i$ were held at or below 1, even orders would have a positive remainder too. Odd order is needed for a bound over all $C$: nothing in the functional constrains the $s_i$, and a finite step of a minimizer can carry one above 1.

## The shift factor

A positive remainder alone does not give an upper bound. Suppose $\eta\ge\varepsilon_{\max}$. Every mean energy satisfies $e_i\le\varepsilon_{\max}$, so $\eta-e_i\ge0$, and (2) gives $E_n\ge E_{\rm inv}$ for odd $n$. If instead $\eta$ lies below the whole spectrum, the same positive remainder gives $E_n\le E_{\rm inv}$.

The condition on $\eta$ is also necessary if the bound is to hold for every $C$. If some $\varepsilon_a>\eta$, put one orbital along that eigenvector with squared norm $s$, orthogonal to the others. Its term in (1), $2[1-(1-s)^{n+1}](\varepsilon_a-\eta)$, goes to $-\infty$ for odd $n$ as $s$ grows.

## The error of the occupied space

Even with the exact inverse, the orbitals may span the wrong space. The normalized columns $u_i=c_i/\sqrt{s_i}$ are orthonormal. Let $w_a$ be the sum over $i$ of the squared overlap of $u_i$ with eigenvector $a$. Then $0\le w_a\le1$, $\sum_aw_a=N$ and $\sum_ie_i=\sum_aw_a\varepsilon_a$. The weight missing below equals the weight present above, $\sum_{a\le N}(1-w_a)=\sum_{a>N}w_a$, so terms in $\varepsilon_N$ can be inserted freely:

$$\sum_ie_i-\sum_{a\le N}\varepsilon_a=\sum_{a>N}w_a(\varepsilon_a-\varepsilon_N)+\sum_{a\le N}(1-w_a)(\varepsilon_N-\varepsilon_a)\ge0 .$$

With $E_{\rm gs}=2\sum_{a\le N}\varepsilon_a$, the result for invertible $S$ is

$$E_n\ge E_{\rm inv}\ge E_{\rm gs}\qquad(n\ \text{odd},\ \eta\ge\varepsilon_{\max}).$$

If $S$ is singular, with $r<N$ nonzero eigenvalues, start from (1). Columns with $s_i=0$ contribute nothing. The bracket is at most 1 and multiplies a number that is not positive, so

$$E_n\ge2\sum_{i\le r}(e_i-\eta)+2\eta N\ge2\sum_{a\le r}(\varepsilon_a-\eta)+2\eta N\ge E_{\rm gs}.$$

The second step is the inequality just proved, for $r$ orbitals. The third adds the terms $a=r+1,\dots,N$, none of which is positive. The bound therefore holds for every $C$, including orbitals confined to finite regions. Such confinement can keep the minimum above $E_{\rm gs}$ but cannot bring it below.

## Why even order fails in a minimization

Take the exact ground-state orbitals and scale them so that $S=sI$. The span is right, $E_{\rm inv}=E_{\rm gs}$, and (2) becomes

$$E_n-E_{\rm gs}=2(1-s)^{n+1}\sum_{i\le N}(\eta-\varepsilon_i). \tag{3}$$

Let the sum be positive. For odd $n$ the minimum is at $s=1$: the functional itself enforces normalization. For even $n$ the energy falls steadily as $s$ increases and has no lower limit. At $n=0$ the point $s=1$ is not even stationary; for even $n\ge2$ it is an inflection.

## Weighing the terms on a ring

Consider a ring of 12 two-site cells with zero site energies. The Hamiltonian elements between neighbouring sites are $-0.10$ hartree within a cell and $-0.04$ hartree between cells. There are 12 doubly occupied orbitals. The highest occupied and lowest empty levels are at $-0.06$ and $+0.06$ hartree, and the top of the spectrum is at $0.14$ hartree. The choice $\eta=0.20$ hartree satisfies the condition.

Each trial orbital has amplitude $a$ on the two sites of its cell and $b=0.2a$ on the next site at either side. Normalization, $2a^2+2b^2=1$, gives $a=0.693$ and $b=0.139$. Orbitals of adjacent cells share two sites, each contributing $ab$ to their overlap; more distant ones share none. Bloch combinations diagonalize $S$, with

$$s(k)=1+2(2ab)\cos k=1+0.385\cos k .$$

The overlap eigenvalues run from 0.615 to 1.385, although every trial orbital is normalized. Normalizing orbitals one by one does not keep $S$ below the identity.

At $k=0$ and $k=\pi$ the mean energies are $-0.14$ and $-0.06$ hartree. Their terms in (2) are, in hartree:

- $n=1$: $2(0.385)^2(0.34)=0.101$ and $2(0.385)^2(0.26)=0.077$.
- $n=2$: $2(-0.385)^3(0.34)=-0.039$ and $2(0.385)^3(0.26)=+0.030$.

At first order the terms add. At second order they partly cancel, and the negative one wins because the state with $s>1$ lies deeper below $\eta$. Over all $k$, the energies in hartree are:

| $n$ | $E_n-E_{\rm inv}$ | $E_n-E_{\rm gs}$ |
|---|---|---|
| 0 | −0.181 | −0.180 |
| 1 | +0.536 | +0.537 |
| 2 | −0.020 | −0.019 |
| 3 | +0.059 | +0.060 |
| 4 | −0.0025 | −0.0015 |
| 5 | +0.0073 | +0.0083 |

The error of the occupied space, $E_{\rm inv}-E_{\rm gs}$, is only 0.0010 hartree, too small to lift the orders $n=0,2,4$ above $E_{\rm gs}$. At higher even order the negative truncation error of these fixed orbitals keeps shrinking and the span error eventually outweighs it. In absolute size the second-order error (0.019 hartree, or 0.52 eV) is much smaller than the first-order one (0.537 hartree, or 14.6 eV). Accuracy at a given $C$ and safety under minimization are different properties.

Two changes isolate the conditions. Scaling the trial orbitals until the largest $s$ is 1 makes $E_2-E_{\rm inv}$ positive, $+0.352$ hartree. Restoring the orbitals and lowering $\eta$ to $-0.20$ hartree, below the spectrum, makes $E_1-E_{\rm inv}$ negative, $-0.174$ hartree.

The bound also survives where the Neumann series diverges, $s>2$, but it becomes loose. For $s=3$ in (3), $E_n-E_{\rm gs}$ is $+29$ hartree at $n=1$ and $+117$ hartree at $n=3$. By (2), raising the odd order by two multiplies each term by $(1-s_i)^2$. The term shrinks for $0<s_i<2$, quickly only when $s_i$ is near 1, and grows for $s_i>2$.

## A local minimum needs less

For $n=1$, expand around the ground state: $C=C_0(I+a)+Vb$. Here $C_0$ and $V$ hold the occupied and empty eigenvectors, and $a$ and $b$ are now small matrices. To first order $S-I=\sigma=a+a^T$. To second order, (2) in matrix form gives

$$E_1-E_{\rm inv}=2\sum_{ij}\sigma_{ij}^2(\eta-\varepsilon_i)=\sum_{ij}\sigma_{ij}^2(2\eta-\varepsilon_i-\varepsilon_j),$$

where the last step averages over exchange of $i$ and $j$. $E_{\rm inv}$ depends only on the span, which to this order is that of $C_0+Vb$. Its overlap $I+b^Tb$ has inverse $I-b^Tb$ to second order, so

$$E_{\rm inv}-E_{\rm gs}=2\sum_{mi}b_{mi}^2(\varepsilon_m-\varepsilon_i),$$

with $m$ empty and $i$ occupied. Antisymmetric $a$ has $\sigma=0$ and merely rotates the occupied orbitals. All other directions rise if there is a gap and $\eta$ exceeds the highest occupied level. A shift inside the gap thus gives a local minimum, but no global bound. With $\eta=0$ on the ring, replacing the highest occupied orbital by the top eigenvector with $s=4$ changes the energy by

$$2[1-(1-4)^2](0.14)-2(-0.06)=-2.12\ \text{hartree}.$$

## The price of higher odd order

Let the span be correct and let one orbital direction have $s=1+\delta$ and $A=\eta-\varepsilon_i>0$. By (2) its excess energy is $2A\delta^{n+1}$ for odd $n$. Write $s=c^2$ and follow steepest descent, $dc/dt=-dE/dc$. Since $d\delta/dt=2c\,dc/dt$ and $dE/dc=2c\,dE/d\delta$,

$$\frac{d\delta}{dt}=-4s\,\frac{dE}{d\delta}=-8(n+1)A\,s\,\delta^n .$$

Near $s=1$ the deviation decays exponentially for $n=1$, at rate $16A$. For $n=3$ it obeys $d\delta/dt=-32A\delta^3$, so at late times $\delta^2\approx1/(64At)$.

Descent from the trial orbitals used steps of 0.02 per hartree. After 10 000 steps, $t=200$ per hartree, and the smallest $A$ is $0.20+0.06=0.26$ hartree. The estimate is $|\delta|\approx0.017$; the computed largest deviation is 0.018, with the energy $4\times10^{-7}$ hartree above $E_{\rm gs}$. At $n=1$ both deviations have reached rounding error. At $n=2$ the energy is already 2.0 hartree below $E_{\rm gs}$ after 8 steps, where the run was stopped. This run starts with overlap eigenvalues above 1. For even $n$ the same derivation gives $d\delta/dt=+8(n+1)A\,s\,\delta^n$, which for $n\ge2$ vanishes at $\delta=0$, so small steps from $s<1$ approach 1 from below. With the trial orbitals scaled to a largest $s$ of 0.9, 6000 steps of the same size at $n=2$ end about $10^{-8}$ hartree above $E_{\rm gs}$. That point is an inflection and not a minimum: conjugate-gradient and L-BFGS minimizations from the same start fall more than 1 hartree below $E_{\rm gs}$.

The numerical check also asserts the odd-order bound on 300 random sets of orbitals, 30 of them with singular $S$. In 136 of these sets the second-order energy lies below $E_{\rm gs}$.

## Calculated quantities

```
hoppings: -0.10, -0.04 hartree; cells: 12
shift eta: 0.20 hartree
highest eigenvalue of H: 0.1400 hartree
HOMO, LUMO: -0.0600, 0.0600 hartree
trial amplitudes a, b: 0.69338, 0.13868
4ab: 0.38462
trial overlap eigenvalues: 0.61538 to 1.38462
E_gs  = -2.497000 hartree
E_inv = -2.496000 hartree (trial, exact inverse)
E_inv - E_gs = 0.001000 hartree
n, E_n, E_n-E_inv, E_n-E_gs (hartree), lowest eig. of S^-1-Q_n
0 -2.676923 -0.180923 -0.179923 -0.277778
1 -1.959763 +0.536237 +0.537237 +0.000000
2 -2.516204 -0.020204 -0.019203 -0.041091
3 -2.436637 +0.059363 +0.060363 +0.000000
4 -2.498499 -0.002499 -0.001498 -0.006079
5 -2.488690 +0.007310 +0.008310 -0.000000
E_1-E_gs in eV: +14.6190
E_2-E_gs in eV: -0.5226
k=0: s=1.38462, e=-0.1400 hartree, error n=1 +0.100592, n=2 -0.038689 hartree
k=pi: s=0.61538, e=-0.0600 hartree, error n=1 +0.076923, n=2 +0.029586 hartree
trial scaled to s<=1: E_2-E_inv = +0.351607 hartree
eta=-0.20 hartree: E_1-E_inv = -0.173822 hartree
random sets: 300; singular S: 30; with s>2: 115
least E_n-E_gs, n=1,3,5: 5.37e-05 hartree
sets with E_2 below E_gs: 136
S = s I on ground-state orbitals: E_n-E_gs (hartree), n=1,2,3
s=0.8: +0.291880 +0.058376 +0.011675
s=1.2: +0.291880 -0.058376 +0.011675
s=3.0: +29.188002 -58.376004 +116.752008
eta=0, top state with s=4: E_1-E_gs = -2.1200 hartree
eta=0, n=1: zero curvatures 66, next 0.4800 hartree
eta=-0.20, n=1: lowest curvature -2.2400 hartree
eta=0.20, n=3: zero curvatures 144
descent step: 0.02 per hartree
n=1: steps 10000, E-E_gs -1.78e-15 hartree, max|s-1| 2.22e-15
n=2: steps 8, E-E_gs -2.00e+00 hartree, max|s-1| 1.27e+00
n=3: steps 10000, E-E_gs +4.08e-07 hartree, max|s-1| 1.76e-02
```
